# Step size for a three-point effective mass in a Dirac band: verification in Python

```python
"""Three-point effective mass at a massive Dirac band edge.

Result under test: for E(k) = sqrt(D^2 + (hv*k)^2) the three-point mass
with step h exceeds the edge mass by (sqrt(1+x^2)-1)/2, about x^2/4, with
x = hv*h/D.  It stays below p when h < 2*sqrt(p*(1+p))*D/hv.
D: half the gap (eV); hv: hbar times velocity (eV nm); k, h in 1/nm;
masses in units of the free-electron mass m0.
"""
import itertools
import numpy as np
import sympy as sp
from scipy import constants as const
from scipy.optimize import brentq

HB2_M0 = const.hbar**2 / (const.m_e * const.e) * 1e18  # eV nm^2
GAP, HV, LATTICE, TOL = 1.7, 0.35, 0.32, 0.01
D = GAP / 2
X_AXIS = np.array([1.0, 0.0])
B_AXIS = np.array([np.sqrt(3) / 2, 0.5])  # reciprocal-vector direction


def dirac_levels(k, half_gap=D):
    off = HV * (k[0] - 1j * k[1])
    return np.linalg.eigvalsh(
        np.array([[half_gap, off], [np.conj(off), -half_gap]]))


def conduction(k):
    return dirac_levels(k)[1]


def electron_with_free_term(k):
    return dirac_levels(k)[1] + HB2_M0 * np.dot(k, k) / 2


def hole_with_free_term(k):
    return -(dirac_levels(k)[0] + HB2_M0 * np.dot(k, k) / 2)


HOPPING = 2 * HV / (np.sqrt(3) * LATTICE)
K_POINT = np.array([4 * np.pi / (3 * LATTICE), 0.0])
A1 = LATTICE * np.array([0.5, np.sqrt(3) / 2])
A2 = LATTICE * np.array([-0.5, np.sqrt(3) / 2])


def honeycomb(q):
    k = K_POINT + q
    off = HOPPING * (1 + np.exp(1j * k @ A1) + np.exp(1j * k @ A2))
    return np.linalg.eigvalsh(np.array([[D, off], [np.conj(off), -D]]))[1]


def three_point_mass(band, h, axis=X_AXIS):
    second = band(h * axis) - 2 * band(0 * axis) + band(-h * axis)
    return HB2_M0 * h**2 / second


# Edge mass and leading error from symbolic derivatives of the eigenvalue
k, d, s = sp.symbols("k d s", positive=True)
levels = list(sp.Matrix([[d, s * k], [s * k, -d]]).eigenvals())
upper = [e for e in levels if e.subs({k: 1, d: 1, s: 1}) > 0][0]
e2 = sp.diff(upper, k, 2).subs(k, 0)
e4 = sp.diff(upper, k, 4).subs(k, 0)
assert sp.simplify(e2 - s**2 / d) == 0
assert sp.simplify(e4 + 3 * s**4 / d**3) == 0
assert sp.simplify(-k**2 * e4 / (12 * e2) - (s * k / d)**2 / 4) == 0
mass = HB2_M0 * D / HV**2
assert abs(HB2_M0 / float(e2.subs({d: D, s: HV})) / mass - 1) < 1e-12


def excess(band, h, axis=X_AXIS, edge=mass):
    return three_point_mass(band, h, axis) / edge - 1


# Closed form against diagonalisation, in two directions
for x in (0.05, 0.2, 1.0, 3.0):
    for axis in (X_AXIS, B_AXIS):
        found = excess(conduction, x * D / HV, axis)
        assert abs(found - (np.sqrt(1 + x**2) - 1) / 2) < 1e-9
# Second-order convergence and the size of the next term
small = [excess(conduction, x * D / HV) for x in (0.05, 0.1)]
assert abs(np.log2(small[1] / small[0]) - 2) < 0.01
assert abs((0.1**2 / 4 - small[1]) / (0.1**4 / 16) - 1) < 0.01
scan = [excess(conduction, h) for h in np.linspace(0.05, 5, 100)]
assert np.all(np.diff(scan) > 0)

# Largest step: formula against a root search on the diagonalised band
h_max = 2 * np.sqrt(TOL * (1 + TOL)) * D / HV
h_lead = 2 * np.sqrt(TOL) * D / HV
h_root = brentq(lambda h: excess(conduction, h) - TOL, 0.05, 5)
assert abs(h_root / h_max - 1) < 1e-8
assert excess(conduction, h_lead) < TOL
rise = conduction(h_max * X_AXIS) - conduction(0 * X_AXIS)
assert abs(rise / GAP - TOL) < 1e-10

# Uniform N x N mesh containing K
b_length = 4 * np.pi / (np.sqrt(3) * LATTICE)


def smallest_mesh(band):
    n = 3
    while excess(band, b_length / n, B_AXIS) >= TOL:
        n += 3
    return n


n_dirac = smallest_mesh(conduction)
assert n_dirac == 3 * int(np.ceil(b_length / h_max / 3))
n_lattice = smallest_mesh(honeycomb)

# Lattice corrections: same edge mass, extra flattening, warping
assert abs(excess(honeycomb, 0.005)) < 1e-5
lattice_excess = excess(honeycomb, h_max, B_AXIS)
flattening = (h_max * LATTICE)**2 / 16
assert abs((lattice_excess - TOL) / flattening - 1) < 0.05


def one_sided_excess(direction):
    lift = honeycomb(h_max * direction) - honeycomb(0 * direction)
    return HB2_M0 * h_max**2 / (2 * lift) / mass - 1


to_gamma = one_sided_excess(-X_AXIS)
to_m = one_sided_excess(X_AXIS)
warping = h_max * LATTICE / (2 * np.sqrt(3))
assert abs(abs(to_gamma - to_m) / 2 / warping - 1) < 0.05
lattice_x = excess(honeycomb, h_max, X_AXIS)
assert abs(lattice_x - lattice_excess) < 0.02 * warping

# Free-electron curvature: electron and hole errors at the same step
m_el = 1 / (1 / mass + 1)
m_ho = 1 / (1 / mass - 1)
assert abs(excess(electron_with_free_term, 0.005, edge=m_el)) < 1e-5
assert abs(excess(hole_with_free_term, 0.005, edge=m_ho)) < 1e-5
err_el = excess(electron_with_free_term, h_max, edge=m_el)
err_ho = excess(hole_with_free_term, h_max, edge=m_ho)
assert err_el < TOL < err_ho
h_hole = brentq(
    lambda h: excess(hole_with_free_term, h, edge=m_ho) - TOL, 0.05, 2)


# Error estimate from steps h and 2h, without use of the edge mass
def doubled_step_estimate(band):
    ratio = three_point_mass(band, 2 * h_max) / three_point_mass(band, h_max)
    return (ratio - 1) / 3


est_dirac = doubled_step_estimate(conduction)
est_hole = doubled_step_estimate(hole_with_free_term)
assert abs(est_dirac / TOL - 1) < 0.1
assert abs(est_hole / err_ho - 1) < 0.1

# Worst rounding of three energies printed to 0.1 meV
ROUND = 0.5e-4


def rounding_error(h):
    e_side, e_mid = conduction(h * X_AXIS), conduction(0 * X_AXIS)
    exact = 2 * (e_side - e_mid)
    changes = []
    for r in itertools.product((-ROUND, ROUND), repeat=3):
        noisy = (e_side + r[0]) - 2 * (e_mid + r[1]) + (e_side + r[2])
        changes.append(abs(exact / noisy - 1))
    return max(changes)


noise = rounding_error(h_max)
noise_half = rounding_error(h_max / 2)
assert abs(noise / (2 * ROUND / rise) - 1) < 0.02
assert 3.8 < noise_half / noise < 4.3

# Other spin pair: larger gap
SPLIT = 0.15
D_SPIN = (GAP + SPLIT) / 2
h_spin = brentq(
    lambda h: three_point_mass(lambda q: dirac_levels(q, D_SPIN)[1], h)
    / (HB2_M0 * D_SPIN / HV**2) - 1 - TOL, 0.05, 5)
assert abs(h_spin / h_max - D_SPIN / D) < 1e-7

# Momentum mass at energy kT above the edge
TEMP = 300.0
kt = const.k * TEMP / const.e
k_th = brentq(lambda q: conduction(q * X_AXIS) - D - kt, 0.01, 5)
dk = 1e-4
slope = (conduction((k_th + dk) * X_AXIS)
         - conduction((k_th - dk) * X_AXIS)) / (2 * dk)
thermal = HB2_M0 * k_th / slope / mass - 1
assert abs(thermal - kt / D) < 1e-6

print(f"gap: {GAP:.2f} eV; half gap D: {D:.3f} eV")
print(f"hbar v: {HV:.3f} eV nm; lattice constant: {LATTICE:.3f} nm")
print(f"hbar^2/m0: {HB2_M0:.5f} eV nm^2")
print(f"Dirac edge mass: {mass:.4f} m0")
print(f"tolerance: {100*TOL:.1f} %")
print(f"largest x, closed form: {HV*h_max/D:.5f}")
print(f"largest x, leading term: {HV*h_lead/D:.5f}")
print(f"largest step, closed form: {h_max:.4f} 1/nm")
print(f"largest step, converted: {h_max/10:.5f} 1/angstrom")
print(f"largest step, leading term: {h_lead:.4f} 1/nm")
print(f"overestimate at leading-term step: "
      f"{100*excess(conduction, h_lead):.4f} %")
print(f"three-point mass at largest step: "
      f"{three_point_mass(conduction, h_max):.4f} m0")
print(f"energy rise at largest step: {1000*rise:.3f} meV")
print(f"Gamma-K distance: {K_POINT[0]:.3f} 1/nm")
print(f"largest step / Gamma-K distance: {100*h_max/K_POINT[0]:.2f} %")
print(f"reciprocal vector length: {b_length:.3f} 1/nm")
print(f"reciprocal length / largest step: {b_length/h_max:.2f}")
print(f"smallest mesh with K, Dirac band: N = {n_dirac}")
print(f"  its spacing: {b_length/n_dirac:.4f} 1/nm")
print(f"  its overestimate, Dirac: "
      f"{100*excess(conduction, b_length/n_dirac, B_AXIS):.3f} %")
print(f"  its overestimate, honeycomb: "
      f"{100*excess(honeycomb, b_length/n_dirac, B_AXIS):.3f} %")
print(f"smallest mesh with K, honeycomb band: N = {n_lattice}")
print(f"  its overestimate, honeycomb: "
      f"{100*excess(honeycomb, b_length/n_lattice, B_AXIS):.3f} %")
print(f"honeycomb hopping: {HOPPING:.4f} eV")
print("At the largest Dirac step:")
print(f"  honeycomb overestimate: {100*lattice_excess:.3f} %")
print(f"  flattening estimate (ha)^2/16: {100*flattening:.3f} %")
print(f"  one-sided mass error toward Gamma: {100*to_gamma:+.2f} %")
print(f"  one-sided mass error toward M: {100*to_m:+.2f} %")
print(f"  warping estimate ha/(2 sqrt3): {100*warping:.2f} %")
print(f"  electron mass with free term: {m_el:.4f} m0")
print(f"  electron overestimate with free term: {100*err_el:.2f} %")
print(f"  hole mass with free term: {m_ho:.4f} m0")
print(f"  hole overestimate with free term: {100*err_ho:.2f} %")
print(f"  h,2h error estimate, Dirac: {100*est_dirac:.2f} %")
print(f"  h,2h error estimate, hole: {100*est_hole:.2f} %")
print(f"  worst rounding error of mass: {100*noise:.2f} %")
print(f"  worst rounding error, half step: {100*noise_half:.2f} %")
print(f"largest step for hole with free term: {h_hole:.4f} 1/nm")
print(f"spin splitting added to gap: {SPLIT:.2f} eV")
print(f"largest step for that larger gap: {h_spin:.4f} 1/nm")
print(f"temperature: {TEMP:.0f} K; kT: {1000*kt:.2f} meV")
print(f"momentum-mass increase at kT: {100*thermal:.2f} %")
print("done: every assertion held")
```

Running it gives:

```
gap: 1.70 eV; half gap D: 0.850 eV
hbar v: 0.350 eV nm; lattice constant: 0.320 nm
hbar^2/m0: 0.07620 eV nm^2
Dirac edge mass: 0.5287 m0
tolerance: 1.0 %
largest x, closed form: 0.20100
largest x, leading term: 0.20000
largest step, closed form: 0.4881 1/nm
largest step, converted: 0.04881 1/angstrom
largest step, leading term: 0.4857 1/nm
overestimate at leading-term step: 0.9902 %
three-point mass at largest step: 0.5340 m0
energy rise at largest step: 17.000 meV
Gamma-K distance: 13.090 1/nm
largest step / Gamma-K distance: 3.73 %
reciprocal vector length: 22.672 1/nm
reciprocal length / largest step: 46.45
smallest mesh with K, Dirac band: N = 48
  its spacing: 0.4723 1/nm
  its overestimate, Dirac: 0.937 %
  its overestimate, honeycomb: 1.080 %
smallest mesh with K, honeycomb band: N = 51
  its overestimate, honeycomb: 0.957 %
honeycomb hopping: 1.2630 eV
At the largest Dirac step:
  honeycomb overestimate: 1.153 %
  flattening estimate (ha)^2/16: 0.152 %
  one-sided mass error toward Gamma: -3.17 %
  one-sided mass error toward M: +5.88 %
  warping estimate ha/(2 sqrt3): 4.51 %
  electron mass with free term: 0.3459 m0
  electron overestimate with free term: 0.65 %
  hole mass with free term: 1.1219 m0
  hole overestimate with free term: 2.15 %
  h,2h error estimate, Dirac: 0.95 %
  h,2h error estimate, hole: 2.12 %
  worst rounding error of mass: 0.59 %
  worst rounding error, half step: 2.39 %
largest step for hole with free term: 0.3333 1/nm
spin splitting added to gap: 0.15 eV
largest step for that larger gap: 0.5312 1/nm
temperature: 300 K; kT: 25.85 meV
momentum-mass increase at kT: 3.04 %
done: every assertion held
```
